# Building a Heralded Nonlinear Sign Gate from Three Optical Modes: a numerical check

```python
# Result under test: a three-mode linear circuit U with one ancilla photon maps
#   c0|0> + c1|1> + c2|2>  ->  (c0|0> + c1|1> - c2|2>)/2
# when one photon is found in mode 2 and none in mode 3: probability 1/4,
# which is the largest value possible with one ancilla photon and one herald.
# Convention: creation operators obey a_i^+ -> sum_j U[j,i] a_j^+.
# Array indices 0,1,2 stand for modes 1 (signal), 2 and 3 (ancillas).
# kept amplitude A_n: n signal photons in and out, herald pattern (1,0).
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import schur, block_diag
from scipy.optimize import minimize

rng = np.random.default_rng(7)
root2 = math.sqrt(2)


def fock_evolution(U, max_photons):
    """Many-photon evolution exp(-iH), H = sum h_ij a_i^+ a_j, U = exp(-ih)."""
    modes = len(U)
    T, Z = schur(np.asarray(U, complex), output="complex")
    h = -(Z * np.angle(np.diag(T))) @ Z.conj().T
    basis = [s for s in itertools.product(range(max_photons + 1), repeat=modes)
             if sum(s) <= max_photons]
    index = {s: k for k, s in enumerate(basis)}
    H = np.zeros((len(basis), len(basis)), complex)
    for s in basis:
        for j in range(modes):
            if s[j] == 0:
                continue
            for i in range(modes):
                new = list(s)
                new[j] -= 1
                new[i] += 1
                H[index[tuple(new)], index[s]] += h[i, j] * math.sqrt(s[j] * new[i])
    energy, vec = np.linalg.eigh((H + H.conj().T) / 2)
    return index, (vec * np.exp(-1j * energy)) @ vec.conj().T


def ideal_herald(s):
    return s[1] == 1 and s[2] == 0


def gate_run(U, c, herald=ideal_herald, ancilla=None, stray=None):
    """Herald probability and fidelity with the ideal sign-flipped state.
    ancilla: {mode index: amplitude}; a photon in mode 'stray' spoils the signal."""
    ancilla = ancilla or {1: 1.0}
    index, evolution = fock_evolution(U, 3)
    start = np.zeros(len(index), complex)
    for n in range(3):
        for mode, amplitude in ancilla.items():
            s = [0] * len(U)
            s[0] = n
            s[mode] += 1
            start[index[tuple(s)]] += c[n] * amplitude
    final = evolution @ start
    target = [c[0], c[1], -c[2], 0]
    probability, overlaps = 0.0, {}
    for s, k in index.items():
        if herald(s):
            probability += abs(final[k])**2
            if stray is None or s[stray] == 0:
                overlaps[s[1:]] = (overlaps.get(s[1:], 0)
                                   + np.conj(target[s[0]]) * final[k])
    return probability, sum(abs(x)**2 for x in overlaps.values()) / probability


PERMS = {k: np.array(list(itertools.permutations(range(k)))) for k in (1, 2, 3)}


def kept_amplitude(U, n):
    """A_n from the permanent of the matrix with repeated rows and columns."""
    pick = [0] * n + [1]
    M = U[np.ix_(pick, pick)]
    return M[np.arange(n + 1), PERMS[n + 1]].prod(axis=1).sum() / math.factorial(n)


# --- general amplitude formula against many-photon evolution, random unitary
Q, _ = np.linalg.qr(rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3)))
index, evolution = fock_evolution(Q, 4)
for n in range(4):
    direct = evolution[index[(n, 1, 0)], index[(n, 1, 0)]]
    formula = Q[0, 0]**(n - 1) * (Q[0, 0] * Q[1, 1] + n * Q[0, 1] * Q[1, 0])
    assert abs(direct - formula) < 1e-10

# --- the gate as a reflection, and its action
v = np.array([2**-0.25, -0.5, -(root2 - 1) / 2])
U = np.eye(3) - 2 * np.outer(v, v)
assert np.allclose(U @ U.T, np.eye(3), atol=1e-12)
index, evolution = fock_evolution(U, 4)
A = [evolution[index[(n, 1, 0)], index[(n, 1, 0)]] for n in range(4)]
assert np.allclose(A[:3], [0.5, 0.5, -0.5], atol=1e-10)
parity_mode_number = np.outer(v, v)
assert np.allclose(parity_mode_number @ parity_mode_number, parity_mode_number)
for trial in range(5):
    c = rng.normal(size=3) + 1j * rng.normal(size=3)
    c /= np.linalg.norm(c)
    p, f = gate_run(U, c)
    assert abs(p - 0.25) < 1e-10 and abs(f - 1) < 1e-10

# --- two modes alone cannot do it: smallest violation of the sign conditions
violation = np.inf
for theta in np.radians(np.arange(0, 90)):
    for phase in np.radians(np.arange(0, 360, 5)):
        e = np.exp(1j * phase)
        two = np.array([[math.cos(theta) * e, math.sin(theta) * e],
                        [-math.sin(theta), math.cos(theta)]])
        a0, a1, a2 = (kept_amplitude(two, n) for n in range(3))
        violation = min(violation, abs(a1 / a0 - 1) + abs(a2 / a0 + 1))
assert violation > 0.1


# --- search over all four-mode unitaries for the largest success probability
def unitary4(x):
    x = x.reshape(4, 4)
    low = np.tril(x, -1)
    herm = np.triu(x) + np.triu(x, 1).T + 1j * (low - low.T)
    w, z = np.linalg.eigh(herm)
    return (z * np.exp(1j * w)) @ z.conj().T


def sign_conditions(x):
    W = unitary4(x)
    a0, a1, a2 = (kept_amplitude(W, n) for n in range(3))
    d1, d2 = a1 - a0, a2 + a0
    return np.array([d1.real, d1.imag, d2.real, d2.imag])


found = []
for trial in range(12):
    res = minimize(lambda x: -unitary4(x)[1, 1].real, rng.normal(size=16),
                   method="SLSQP", constraints={"type": "eq", "fun": sign_conditions},
                   options={"maxiter": 200, "ftol": 1e-11})
    if np.max(np.abs(sign_conditions(res.x))) < 1e-6:
        W = unitary4(res.x)
        if abs(W[1, 1]) > 0.05:
            found.append(abs(W[1, 1])**2)
            assert abs(W[0, 0] - (1 - root2)) < 1e-4
assert found and max(found) < 0.25 + 1e-5 and max(found) > 0.2499

# --- silicon chip: rough typical parameters
wavelength = 1550e-9          # m
index_split = 0.04            # supermode index difference in a coupler
n_eff, n_clad = 2.4, 1.44     # guided-mode and oxide indices
gap_error = 5e-9              # m
arm_length = 100e-6           # m, between the outer couplers
thermo_optic = 1.8e-4         # 1/K, silicon
arm_dT = 1.0                  # K
path, loss_db_cm, facet_db, detector = 1e-3, 2.0, 1.0, 0.90
photon_overlap = 0.95         # squared overlap of ancilla and signal wavepackets
kerr_n2, mode_area, pulse = 5e-18, 0.1e-12, 10e-12   # m^2/W, m^2, s
temperature = 300.0           # K

bar_outer, bar_middle = (2 + root2) / 4, (root2 - 1)**2
angle_outer = math.acos(math.sqrt(bar_outer))
angle_middle = math.acos(math.sqrt(bar_middle))
length_outer = angle_outer * wavelength / (math.pi * index_split)
length_middle = angle_middle * wavelength / (math.pi * index_split)


def coupler(length, split):
    """Propagate the even and odd supermodes, then return to the two guides."""
    S = np.array([[1, 1], [1, -1]]) / root2
    half = math.pi * split * length / wavelength
    return S @ np.diag([np.exp(1j * half), np.exp(-1j * half)]) @ S


def chip(split, arm_phase=0.0):
    P23, P12 = np.diag([1, -1j]), np.diag([-1j, 1])
    V = block_diag(1, P23 @ coupler(length_outer, split) @ P23)
    M = block_diag(P12 @ coupler(length_middle, split) @ P12, 1)
    return V @ np.diag([1, 1, np.exp(1j * arm_phase)]) @ M @ V


assert np.allclose(chip(index_split), U, atol=1e-10)
c = np.ones(3) / math.sqrt(3)
p_ideal, f_ideal = gate_run(U, c)
p_none, _ = gate_run(U, c, lambda s: s[1] == 0 and s[2] == 0)
p_other, _ = gate_run(U, c, lambda s: s[1] == 0 and s[2] == 1)
p_many, _ = gate_run(U, c, lambda s: s[1] + s[2] >= 2)
assert abs(p_ideal + p_none + p_other + p_many - 1) < 1e-10
p_bucket, f_bucket = gate_run(U, c, lambda s: s[1] >= 1 and s[2] == 0)

# loss: each mode is mixed with an empty loss mode, after or before the circuit
eta = detector * 10**(-(loss_db_cm * path * 100 + facet_db) / 10)
t, r = math.sqrt(eta), math.sqrt(1 - eta)
mix = np.kron(np.array([[t, r], [-r, t]]), np.eye(3))
lossless = block_diag(U, np.eye(3))
p_loss, f_loss = gate_run(mix @ lossless, c)
p_before, f_before = gate_run(lossless @ mix, c)
assert abs(p_loss - p_before) < 1e-10 and abs(f_loss - f_before) < 1e-10

decay = 2 * math.pi / wavelength * math.sqrt(n_eff**2 - n_clad**2)
split_factor = math.exp(-decay * gap_error)
p_gap, f_gap = gate_run(chip(index_split * split_factor), c)
arm_phase = 2 * math.pi / wavelength * thermo_optic * arm_dT * arm_length
p_heat, f_heat = gate_run(chip(index_split, arm_phase), c)

# second internal state of the photons: three further modes with the same circuit
p_dist, f_dist = gate_run(
    np.kron(np.eye(2), U), c,
    lambda s: s[1] + s[4] == 1 and s[2] + s[5] == 0,
    {1: math.sqrt(photon_overlap), 4: math.sqrt(1 - photon_overlap)}, stray=3)

photon_energy = const.h * const.c / wavelength
thermal = 1 / math.expm1(photon_energy / (const.k * temperature))
kerr_phase = (2 * math.pi / wavelength * kerr_n2 * path
              * photon_energy / pulse / mode_area)
assert kerr_phase < 1e-6 and thermal < 1e-6

print("IDEAL GATE (dimensionless)")
for k in range(3):
    print(f"U row {k + 1}: " + "  ".join(f"{x:+.5f}" for x in U[k]))
print("reflection vector v: " + "  ".join(f"{x:+.5f}" for x in v))
for n in range(4):
    print(f"kept amplitude A_{n} = {A[n].real:+.5f}")
print(f"ratio A_3/A_0 = {(A[3] / A[0]).real:.4f}")
print(f"two modes only: smallest violation of sign conditions = {violation:.3f}")
print(f"four-mode search: feasible solutions found = {len(found)} of 12 starts")
print(f"four-mode search: largest success probability = {max(found):.5f}")
print("BALANCED INPUT (|0>+|1>+|2>)/sqrt(3), ideal circuit")
print(f"P(herald 1,0) = {p_ideal:.4f}, fidelity = {f_ideal:.4f}")
print(f"P(herald 0,0) = {p_none:.4f}")
print(f"P(herald 0,1) = {p_other:.4f}")
print(f"P(two or more photons in the ancilla modes) = {p_many:.4f}")
print("SILICON CHIP (rough typical inputs)")
print(f"wavelength = {wavelength * 1e9:.0f} nm, photon energy = {photon_energy / const.e:.3f} eV")
print(f"supermode index difference = {index_split:.3f}")
print(f"full-transfer length = {wavelength / (2 * index_split) * 1e6:.2f} um")
print(f"outer couplers: bar power = {bar_outer:.4f}, cross power = {1 - bar_outer:.4f}")
print(f"outer couplers: angle = {math.degrees(angle_outer):.2f} deg, length = {length_outer * 1e6:.2f} um")
print(f"middle coupler: bar power = {bar_middle:.4f}, cross power = {1 - bar_middle:.4f}")
print(f"middle coupler: angle = {math.degrees(angle_middle):.2f} deg, length = {length_middle * 1e6:.2f} um")
print("NEGLECTED EFFECTS, one at a time, balanced input")
print(f"loss inputs: {loss_db_cm:.1f} dB/cm over {path * 1e3:.1f} mm, facet {facet_db:.1f} dB, detector {detector:.2f}")
print(f"transmission per photon = {eta:.4f}")
print(f"loss: P(herald) = {p_loss:.4f}, fidelity = {f_loss:.4f}")
print(f"no number resolution (lossless): P = {p_bucket:.4f}, fidelity = {f_bucket:.4f}")
print(f"guide index = {n_eff:.2f}, cladding index = {n_clad:.2f}")
print(f"evanescent decay constant = {decay * 1e-9:.5f} 1/nm")
print(f"gap wider by {gap_error * 1e9:.0f} nm: coupling factor = {split_factor:.4f}")
print(f"gap error: P = {p_gap:.4f}, fidelity = {f_gap:.4f}")
print(f"thermo-optic coefficient = {thermo_optic:.1e} 1/K, arm = {arm_length * 1e6:.0f} um")
print(f"arm difference {arm_dT:.1f} K: phase = {arm_phase:.4f} rad")
print(f"arm phase: P = {p_heat:.4f}, fidelity = {f_heat:.4f}")
print(f"squared photon overlap {photon_overlap:.2f}: P = {p_dist:.4f}, fidelity = {f_dist:.4f}")
print(f"thermal photons per mode at {temperature:.0f} K = {thermal:.1e}")
print(f"Kerr inputs: n2 = {kerr_n2:.0e} m^2/W, area = {mode_area * 1e12:.1f} um^2, pulse = {pulse * 1e12:.0f} ps")
print(f"Kerr phase of one photon over {path * 1e3:.1f} mm = {kerr_phase:.1e} rad")
print("every check passed")
```

It prints:

```
IDEAL GATE (dimensionless)
U row 1: -0.41421  +0.84090  +0.34831
U row 2: +0.84090  +0.50000  -0.20711
U row 3: +0.34831  -0.20711  +0.91421
reflection vector v: +0.84090  -0.50000  -0.20711
kept amplitude A_0 = +0.50000
kept amplitude A_1 = +0.50000
kept amplitude A_2 = -0.50000
kept amplitude A_3 = +0.32843
ratio A_3/A_0 = 0.6569
two modes only: smallest violation of sign conditions = 0.250
four-mode search: feasible solutions found = 4 of 12 starts
four-mode search: largest success probability = 0.25000
BALANCED INPUT (|0>+|1>+|2>)/sqrt(3), ideal circuit
P(herald 1,0) = 0.2500, fidelity = 1.0000
P(herald 0,0) = 0.3374
P(herald 0,1) = 0.0879
P(two or more photons in the ancilla modes) = 0.3247
SILICON CHIP (rough typical inputs)
wavelength = 1550 nm, photon energy = 0.800 eV
supermode index difference = 0.040
full-transfer length = 19.38 um
outer couplers: bar power = 0.8536, cross power = 0.1464
outer couplers: angle = 22.50 deg, length = 4.84 um
middle coupler: bar power = 0.1716, cross power = 0.8284
middle coupler: angle = 65.53 deg, length = 14.11 um
NEGLECTED EFFECTS, one at a time, balanced input
loss inputs: 2.0 dB/cm over 1.0 mm, facet 1.0 dB, detector 0.90
transmission per photon = 0.6827
loss: P(herald) = 0.2661, fidelity = 0.6198
no number resolution (lossless): P = 0.5131, fidelity = 0.7216
guide index = 2.40, cladding index = 1.44
evanescent decay constant = 0.00778 1/nm
gap wider by 5 nm: coupling factor = 0.9618
gap error: P = 0.2475, fidelity = 0.9949
thermo-optic coefficient = 1.8e-04 1/K, arm = 100 um
arm difference 1.0 K: phase = 0.0730 rad
arm phase: P = 0.2500, fidelity = 0.9998
squared photon overlap 0.95: P = 0.2537, fidelity = 0.9371
thermal photons per mode at 300 K = 3.7e-14
Kerr inputs: n2 = 5e-18 m^2/W, area = 0.1 um^2, pulse = 10 ps
Kerr phase of one photon over 1.0 mm = 2.6e-09 rad
every check passed
```
